# Why a spin-orbit torque pulse can switch but not select

## A pulse that switches and does not select

Take one magnetic moment of direction $\mathbf m$, with $|\mathbf m|=1$ and two rest states, up $(+\hat{\mathbf z})$ and down $(-\hat{\mathbf z})$. A current along $\hat{\mathbf x}$ supplies spins polarized along $\boldsymbol\sigma=\hat{\mathbf y}$. For a short, strong pulse, leave out anisotropy and damping at first. The two usual torques then give

$$\dot{\mathbf m}=-\gamma F\,\mathbf m\times\hat{\mathbf y}+\gamma D\,[\hat{\mathbf y}-\mathbf m\,m_y].$$

Here $\gamma>0$, and $F$ and $D$ are the field-like and damping-like strengths in tesla. Positive $D$ pulls $\mathbf m$ toward $+\hat{\mathbf y}$. Both strengths reverse with the current.

Since $\mathbf m\times\hat{\mathbf y}=(-m_z,0,m_x)$, the components obey

$$\dot m_y=\gamma D(1-m_y^2),$$
$$\dot m_x=\gamma Fm_z-\gamma Dm_ym_x,\qquad \dot m_z=-\gamma Fm_x-\gamma Dm_ym_z.$$

Start from $m_z=s$, where $s=+1$ is up and $s=-1$ is down. The first equation gives $m_y=\tanh(\gamma Dt)$. The other two combine into $q=m_z+im_x$, with $\dot q=(i\gamma F-\gamma Dm_y)q$. The integral of $\gamma D\tanh(\gamma Dt)$ is $\ln\cosh(\gamma Dt)$, so

$$q=s\,\frac{e^{i\gamma Ft}}{\cosh(\gamma Dt)},\qquad m_z(t)=s\,\frac{\cos(\gamma Ft)}{\cosh(\gamma Dt)}.$$

If the pulse ends when the cosine is negative, an up moment has crossed to the lower hemisphere. Seen from that start alone, the pulse appears to write "down". But the same pulse carries a down moment to the upper hemisphere: it toggles. If the cosine is positive, both starts stay on their own side. No pulse length sends both to the same side.

To select a state means to leave the chosen state whatever the starting state was. Switching from one known start is a weaker achievement.

## The same pulse with anisotropy and damping

Now restore the perpendicular anisotropy field $K$ and the damping $\alpha$:

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},$$
$$\mathbf B=Km_z\hat{\mathbf z}+F\boldsymbol\sigma+D\,\mathbf m\times\boldsymbol\sigma.$$

The last term reproduces the damping-like torque above, because $\mathbf m\times(\mathbf m\times\boldsymbol\sigma)=\mathbf m(\mathbf m\cdot\boldsymbol\sigma)-\boldsymbol\sigma$. To isolate $\dot{\mathbf m}$, take the cross product of the equation with $\mathbf m$. As $\mathbf m\cdot\dot{\mathbf m}=0$, this gives $\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}$. Substitution yields

$$(1+\alpha^2)\dot{\mathbf m}=-\gamma[\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B)].\tag{1}$$

**After the pulse.** Only $\mathbf B=Km_z\hat{\mathbf z}$ remains. The first product in (1) has no $z$ component, and the second has $-Km_z(1-m_z^2)$. Hence

$$\dot m_z=g\,m_z(1-m_z^2),\qquad g=\frac{\alpha\gamma K}{1+\alpha^2}.$$

For $r=m_z/\sqrt{1-m_z^2}$ this means $\dot r=\dot m_z/(1-m_z^2)^{3/2}=gr$, so $r$ grows as $e^{gt}$ and keeps its sign. Without noise, the sign of $m_z$ at switch-off decides the final state.

**A stronger current does not choose.** Set $F=0$ and look for rest states in the $xz$ plane, $\mathbf m=(\sin\theta,0,\cos\theta)$. Equation (1) is at rest when $\mathbf m\times\mathbf B=0$. Its $y$ component is

$$-D\cos^2\theta-K\sin\theta\cos\theta-D\sin^2\theta=-D-\tfrac K2\sin2\theta=0.$$

Thus $\sin2\theta=-2D/K$. If $\theta$ is a solution, so is $\theta+\pi$: the tilted up and down states come in pairs and disappear together at $|D|=K/2$.

To see where the moment then goes, take the $y$ component of (1), now with $F$ included:

$$\begin{aligned}(\mathbf m\times\mathbf B)_y&=-Km_xm_z-D(1-m_y^2),\\ [\mathbf m\times(\mathbf m\times\mathbf B)]_y&=m_y(\mathbf m\cdot\mathbf B)-B_y\\&=Km_z^2m_y-F(1-m_y^2).\end{aligned}$$

Therefore

$$(1+\alpha^2)\dot m_y=\gamma\big[(D+\alpha F)(1-m_y^2)+Km_xm_z-\alpha Km_z^2m_y\big].$$

Write $m_x=\rho\sin\psi$ and $m_z=\rho\cos\psi$, with $\rho^2=1-m_y^2$. The two anisotropy terms become

$$\tfrac12K\rho^2(\sin2\psi-\alpha m_y\cos2\psi-\alpha m_y)\ge-\tfrac12K\rho^2(\sqrt{1+\alpha^2}+\alpha).$$

So if $D+\alpha F>\tfrac12K(\alpha+\sqrt{1+\alpha^2})$, $m_y$ rises to $+1$ from every start except $-\hat{\mathbf y}$. The current parks the moment on the equator, which is the top of the anisotropy barrier.

**Numbers.** Take round values that illustrate the dynamics and describe no particular device: $K=400$ mT, $D=300$ mT, $F=-200$ mT and $\alpha=0.05$. The tilted states at $F=0$ vanish at $400/2=200$ mT. The sufficient condition for parking is 210 mT, and the example has $300-0.05\times200=290$ mT. For an up start, $m_z$ at the end of the pulse is:

- 20 ps: $+0.47$, and the moment returns to up;
- 40, 60 and 80 ps: $-0.11$, $-0.12$ and $-0.01$, and it ends down;
- 100 and 120 ps: $+0.015$ and $+0.005$, and it ends up again.

The down start ends opposite in all six cases. The simple formula puts the first crossing at $\pi/(2\gamma|F|)=1.571/(176.1\times0.2)$ ns, about 45 ps. With the omitted anisotropy and damping restored, it comes before 40 ps.

## The general statement and its proof

Let the current keep to one line $x$, with any waveform and either sign, and let the polarization stay along $y$. If nothing else breaks the mirror $y\to-y$, no pulse can bring both up and down to the same chosen state.

Magnetization is an axial vector, so this mirror reverses its components parallel to the mirror plane:

$$R(m_x,m_y,m_z)=(-m_x,m_y,-m_z).$$

The current is unchanged, and $R\hat{\mathbf y}=\hat{\mathbf y}$. On axial vectors $R$ acts as a half-turn about $y$. A rotation respects cross products: $(R\mathbf a)\times(R\mathbf b)=R(\mathbf a\times\mathbf b)$. Each part of the field follows the moment:

- anisotropy: $K(-m_z)\hat{\mathbf z}=R(Km_z\hat{\mathbf z})$;
- field-like part: $F\hat{\mathbf y}=R(F\hat{\mathbf y})$;
- damping-like part: $D(R\mathbf m)\times\hat{\mathbf y}=R(D\,\mathbf m\times\hat{\mathbf y})$.

Hence $\mathbf B(R\mathbf m)=R\mathbf B(\mathbf m)$. Writing (1) as $\dot{\mathbf m}=\mathbf T(\mathbf m,t)$, we have

$$\mathbf T(R\mathbf m,t)=R\,\mathbf T(\mathbf m,t).\tag{2}$$

If $\mathbf m(t)$ is a solution, then $\frac{d}{dt}(R\mathbf m)=R\mathbf T(\mathbf m,t)=\mathbf T(R\mathbf m,t)$, so $R\mathbf m(t)$ is one too. The solution from a given start is unique. The map $\mathcal E$ from start to end therefore obeys $\mathcal E(R\mathbf m)=R\,\mathcal E(\mathbf m)$. Suppose $\mathcal E(\hat{\mathbf z})$ is up. Then $\mathcal E(-\hat{\mathbf z})=\mathcal E(R\hat{\mathbf z})=R\,\mathcal E(\hat{\mathbf z})$ is down. The same argument excludes selecting down.

The time dependence of $D$ and $F$ played no part. They may also depend on the direction of $\mathbf m$, provided they take equal values at $\mathbf m$ and $R\mathbf m$, since (2) then still holds.

**With thermal noise.** An isotropic random field has the same statistics after a half-turn. Mirrored starts thus have mirrored distributions of paths, and $P(\text{up}|\text{up})=P(\text{down}|\text{down})$, where the second entry is the start. For the target "up" and equally likely starts, the success probability is

$$\tfrac12[P(\text{up}|\text{up})+P(\text{up}|\text{down})]=\tfrac12[P(\text{down}|\text{down})+P(\text{up}|\text{down})]=\tfrac12.$$

Consider a disc 40 nm across and 1 nm thick, with magnetization $10^6$ A/m at 300 K. Its moment is $\mu=1.257\times10^{-18}$ A m², and its barrier is $\mu K/(2k_BT)=61$. For this disc, $D=300$ mT corresponds to a current density $J=2eM_stD/(\hbar\theta)\approx9\times10^{11}/\theta$ A/m², where $M_s$ is the magnetization, $t$ the thickness and $\theta$ the torque efficiency. That is $3\times10^{12}$ A/m² for $\theta=0.3$. A real device would heat at such currents, so the fixed 300 K is an idealization. Runs started exactly at $\pm\hat{\mathbf z}$, with 1500 copies per start. A 1 ns pulse with $F=0$ gave $P(\text{up})=0.49$ from either start. A 49 ps toggle pulse with $F=-200$ mT gave 0.04 from up and 0.97 from down. It switches in 96 to 97% of the runs, yet its average, 0.504, agrees with one half within sampling error.

## What breaks the symmetry

A constant applied field $\mathbf b$ preserves (2) if $R\mathbf b=\mathbf b$, that is, if it lies along $y$. For a tilted easy axis $\mathbf n$, the field $K(\mathbf m\cdot\mathbf n)\mathbf n$ is unchanged by $\mathbf n\to-\mathbf n$, so $R\mathbf n=-\mathbf n$ also preserves (2). A tilt from $z$ toward the current satisfies this; a tilt toward $y$ does not. A $z$ component of $\boldsymbol\sigma$ breaks (2) as well.

The noiseless comparison used $F=0$ and 0.3 ns pulses, with 40 mT fields, 5° tilts or $\sigma_z=0.1$. Fields along $x$ and $y$ ended with the current, while the $z$ field stayed on.

- With no bias, a field along $y$, or a tilt toward $x$, opposite starts ended opposite.
- With a field along $x$, a tilt toward $y$, or $\sigma_z$, both starts ended up for positive current and down for negative current.
- With a field along $z$, both starts ended up for either current sign. The choice is made after the pulse: for $F=0$ the $z$ component of $\mathbf m\times\mathbf B=0$ reads $Dm_ym_z=0$, so the parked state has $m_z=0$, and the field left on moves the dividing line to $m_z=-b/K=-0.1$.

These outcomes are noiseless. The lean along the easy axis at switch-off is about 0.09 for the tilt toward $y$ and 0.1 for $\sigma_z$. Both are comparable with the thermal spread of 0.094 found below, so at 300 K these two biases select only in part.

The unbiased pulse happened to toggle. That outcome hangs on a small residual $m_z$ at switch-off and gives no preferred state.

Breaking the symmetry is necessary, not in general sufficient. Take a field $b\hat{\mathbf x}$ and no current. The half-turn about $x$, $S(m_x,m_y,m_z)=(m_x,-m_y,-m_z)$, exchanges up and down, and $\mathbf B=Km_z\hat{\mathbf z}+b\hat{\mathbf x}$ obeys $\mathbf B(S\mathbf m)=S\mathbf B(\mathbf m)$. The proof above then holds with $S$ in place of $R$: opposite starts end opposite, so nothing is selected.

**A field along the current, in detail.** With $F=0$ and a field $b\hat{\mathbf x}$ during the pulse, the $x$ and $z$ components of $\mathbf m\times\mathbf B=0$ are

$$m_y(Km_z+Dm_x)=0,\qquad m_y(Dm_z-b)=0.$$

For $m_y\ne0$ they give

$$m_z=\frac bD,\qquad m_x=-\frac{Kb}{D^2}.$$

The remaining component, $-Km_xm_z+bm_z-D(m_x^2+m_z^2)$, becomes $K^2b^2/D^3+b^2/D-K^2b^2/D^3-b^2/D=0$, as required. This state exists only while $m_x^2+m_z^2<1$, or $|b|<D^2/\sqrt{D^2+K^2}$, which is 180 mT for the values above. Where it exists, the parked moment leans up or down with the sign of $bD$. Existence does not mean that both starts reach it. They do in the cases below ($|D|=300$ mT, $b=40$ and 80 mT). For $D=120$ mT and $b=20$ mT the state also exists, but the current is too weak to dislodge the tilted states, and opposite starts stay opposite. If field and current end together, that sign survives without noise.

Noise can still undo it. For small $\alpha$ and small deviations, let the random field drive $m_z$ with diffusion constant $q=\alpha\gamma k_BT/\mu$. This value gives the equilibrium variance $q/(\alpha\gamma B)=k_BT/(\mu B)$ in a steady field $B$, as equipartition demands. During the pulse, $m_z$ relaxes at rate $\gamma|D|$, so its variance is $q/(\gamma|D|)$. Afterwards it grows at rate $\alpha\gamma K$. Noise arriving at time $t$ after switch-off counts with weight $e^{-\alpha\gamma Kt}$ and adds $2q\int_0^\infty e^{-2\alpha\gamma Kt}dt=q/(\alpha\gamma K)$. Together,

$$s_z^2\simeq\frac{k_BT}{\mu}\left(\frac1K+\frac{\alpha}{|D|}\right),\quad P(\text{up})\simeq\frac12\left[1+\operatorname{erf}\frac{b/D}{\sqrt2\,s_z}\right].$$

With $k_BT/\mu=3.30$ mT, $s_z^2=3.30/400+0.05\times3.30/300=0.0088$, so $s_z=0.094$. A 40 mT field gives $m_z=40/300=0.133$ and an estimated $P(\text{up})=0.92$; the runs gave 0.92 from up and 0.91 from down. With 80 mT and reversed current, $m_z=-0.267$. The estimate is 0.002, and the runs gave 0.003 from both starts. The stronger bias makes selection more reliable.

**A second current instead of a field.** Let a first current along $x$ park the moment at $+\hat{\mathbf y}$, and follow it with a short current along $\pm\hat{\mathbf y}$. Its polarization is $\hat{\mathbf z}\times(\pm\hat{\mathbf y})=\mp\hat{\mathbf x}$, still in the plane. At $\mathbf m=\hat{\mathbf y}$, the $z$ component of $\mathbf m\times\mathbf B$ is $\pm F$, and that of $\mathbf m\times(\mathbf m\times\mathbf B)$ is $\mp D$. Equation (1) gives the initial rate

$$\dot m_z=\pm\frac{\gamma(\alpha D-F)}{1+\alpha^2}.$$

For $F=-200$ mT and a second pulse of 10 ps, the sign of the second current chooses the hemisphere. At the end of that pulse, $m_z=\pm0.32$ from either original start, and without noise the moment settles up or down accordingly. The second pulse must be short: a long one parks the moment at $\mp\hat{\mathbf x}$, where $m_z$ returns to zero, and by 60 ps it has already changed sign. The lean also comes mainly from the field-like torque. With $F=0$ the initial rate is only about $\gamma\alpha D$, which gives $|m_z|\approx0.02$ after 10 ps, well below the thermal spread.

The theorem is not violated: $R$ preserves a polarization along $y$ but reverses one along $x$, so the two-current sequence lacks the symmetry. The required bias need not be a magnetic field or an out-of-plane polarization. All these results concern a single uniform moment; domain walls, heating and spatial variation are outside the model. The remaining values are in the numerical output below.

## Computed values

```
K, D, F: 400, 300, -200 mT; alpha 0.05
gamma: 176.086 rad/(ns T)
Magnetization 1.0e+06 A/m; temperature 300 K
Disc diameter, thickness: 40, 1 nm
Magnetic moment: 1.2566e-18 A m^2
kT/moment: 3.296 mT; barrier: 60.68 kT
Loss of both tilted states at F=0: 200.0 mT
Sufficient D+alpha F for parking: 210.2 mT
D+alpha F in example: 290.0 mT
Arbitrary-waveform mirror error: 0.0e+00
Growth rate after pulse: 3.513 per ns
Pulse table, F=-200 mT: ps; mz at end, final mz from up; from down
   20; +0.4725, +1.00; -1.00
   40; -0.1141, -1.00; +1.00
   60; -0.1212, -1.00; +1.00
   80; -0.0102, -1.00; +1.00
  100; +0.0148, +1.00; -1.00
  120; +0.0046, +1.00; -1.00
Best toggle: 49 ps, mz -0.1675
Bias sizes: field 40 mT, tilt 5 deg, sigma_z 0.1
Bias table, F=0, pulse 0.3 ns: symmetry defect in mT;
  final mz for +current from up, down; -current from up, down
  none              0.00; -1.00, +1.00, -1.00, +1.00
  field y           0.00; +1.00, -1.00, +1.00, -1.00
  axis tilt to x    0.00; -1.00, +1.00, -1.00, +1.00
  field x          79.90; +1.00, +1.00, -1.00, -1.00
  field z          79.90; +1.00, +1.00, +1.00, +1.00
  axis tilt to y   69.30; +1.00, +1.00, -1.00, -1.00
  polarization z   59.93; +1.00, +1.00, -1.00, -1.00
Crossed currents: first 0.3 ns, second 10 ps, F=-200 mT
  second +y: mz at end +0.321, +0.321; final +1.00, +1.00
  second -y: mz at end -0.321, -0.321; final -1.00, -1.00
Parked m (x,y,z) with assist field:
  +current, 40 mT: -0.1778, +0.9750, +0.1333
  -current, 80 mT: -0.3556, -0.8958, -0.2667
Thermal runs: copies per start; P(up|up), P(up|down), mean
  long, no bias    1500; 0.4887, 0.4940, 0.4913
  toggle, no bias  1500; 0.0367, 0.9707, 0.5037
  +current, 40 mT  1000; 0.9220, 0.9090, 0.9155
  -current, 80 mT  1000; 0.0030, 0.0030, 0.0030
Estimated spread of mz and P(up) with assist field:
  +current, 40 mT: 0.0938, 0.9225
  -current, 80 mT: 0.0938, 0.0022
Long thermal pulse 1 ns; total thermal run 2.5 ns; time step 1 ps
```
